# The γ5 Trace of Six Gamma Matrices: Six and Fifteen Terms

## Problem

Let $g=\mathrm{diag}(+,-,-,-)$, $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, $\epsilon^{0123}=+1$ and $\mathrm{Tr}\,1=4$. Consider

$$T=\mathrm{Tr}(\gamma_5\gamma^a\gamma^b\gamma^c\gamma^d\gamma^e\gamma^f).$$

(a) Reduce the product $\gamma^a\gamma^b\gamma^c$ and obtain $T$ as a sum of six terms of the type $g\,\epsilon$. (b) Expand the whole product in antisymmetrised products and obtain fifteen terms, one for each pair of gammas. (c) Prove that the two results are equal in four dimensions.

**Shorter traces.** Since $\gamma_5$ anticommutes with every $\gamma^\mu$, $\mathrm{Tr}\,\gamma_5=\mathrm{Tr}(\gamma_5\gamma^0\gamma^0)=-\mathrm{Tr}(\gamma^0\gamma_5\gamma^0)=-\mathrm{Tr}\,\gamma_5=0$. For $\mu\neq\nu$ choose $\lambda$ different from both. Then $\gamma^\lambda$ commutes with $\gamma^\mu\gamma^\nu$ and anticommutes with $\gamma_5$, so conjugation by $\gamma^\lambda$ gives $\mathrm{Tr}(\gamma_5\gamma^\mu\gamma^\nu)=-\mathrm{Tr}(\gamma_5\gamma^\mu\gamma^\nu)=0$.

With four gammas, a repeated index reduces the trace to one of these zeros. Four different indices give an antisymmetric result, fixed by $\gamma^0\gamma^1\gamma^2\gamma^3=-i\gamma_5$ and $\gamma_5^2=1$. Hence

$$\mathrm{Tr}(\gamma_5\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma)=-4i\,\epsilon^{\mu\nu\rho\sigma}.$$

## A tempting solution

Write the indices $a,\dots,f$ also as $a_1,\dots,a_6$. Ordinary traces are found by carrying the first gamma through all the others, so do the same here:

$$\gamma^{a_1}\gamma^{a_2}\cdots\gamma^{a_6}=2\sum_{j=2}^{6}(-1)^j g^{a_1a_j}\,[\gamma^{a_2}\cdots\gamma^{a_6}]_{\text{without }a_j}-\gamma^{a_2}\cdots\gamma^{a_6}\gamma^{a_1}.$$

Multiply by $\gamma_5$ and take the trace. By cyclicity the last term returns $-T$. Moving it to the left gives $2T$, and so

$$T\overset{?}{=}-4i\sum_{j=2}^{6}(-1)^j g^{a_1a_j}\,\epsilon^{\text{rest}}.$$

This has only five terms, and the longer forms would seem to be rearrangements of it.

## Where it fails

Take the indices $(0,1,0,2,0,3)$. The metric is nonzero only for $j=3$ and $j=5$, and the sum is

$$-g^{00}\epsilon^{1203}-g^{00}\epsilon^{1023}=-1+1=0.$$

Directly, however, $\gamma^0\gamma^1\gamma^0=-\gamma^1$, so the product is $-\gamma^1\gamma^2\gamma^0\gamma^3=-\gamma^0\gamma^1\gamma^2\gamma^3$, and $T=-(-4i)=4i$.

The fault is in the use of cyclicity. The matrix $\gamma^{a_1}$ comes back to the left of $\gamma_5$ and must still cross it:

$$\mathrm{Tr}(\gamma_5\gamma^{a_2}\cdots\gamma^{a_6}\gamma^{a_1})=\mathrm{Tr}(\gamma^{a_1}\gamma_5\gamma^{a_2}\cdots\gamma^{a_6})=-T.$$

The last term is therefore $+T$, not $-T$. The correct equation reads $T=T+2(\dots)$. It says nothing about $T$, but it does say that the proposed five-term answer vanishes for every choice of indices. This zero is a case of the Schouten identity, needed in part (c).

## Solution

For $i<j$ define

$$W_{ij}=(-1)^{j-i-1}g^{a_ia_j}\,\epsilon^{\text{rest}},$$

where "rest" means the other four indices in their original order.

### (a) Six terms

The reduction needed is

$$\gamma^a\gamma^b\gamma^c=g^{ab}\gamma^c-g^{ac}\gamma^b+g^{bc}\gamma^a+i\epsilon^{abcx}\gamma_x\gamma_5.$$

In the last term $x$ is summed. The proof goes by cases, and within the cases repeated labels are fixed values and are not summed.

- If $a=b$, the second and third terms cancel, and both sides equal $g^{aa}\gamma^c$.
- If $b=c$, the first two terms cancel, and both sides equal $g^{bb}\gamma^a$.
- If $a=c\neq b$, both sides equal $-g^{aa}\gamma^b$.
- If all three differ, let $x$ be the missing index. Then $\gamma^a\gamma^b\gamma^c\gamma^x=\epsilon^{abcx}\gamma^0\gamma^1\gamma^2\gamma^3=-i\epsilon^{abcx}\gamma_5$. Multiplying from the right by $\gamma_x$, with $\gamma^x\gamma_x=1$, gives $-i\epsilon^{abcx}\gamma_5\gamma_x=i\epsilon^{abcx}\gamma_x\gamma_5$.

Insert this in $T$. The three metric terms leave four-gamma traces with $\gamma_5$:

$$-4i\left(g^{ab}\epsilon^{cdef}-g^{ac}\epsilon^{bdef}+g^{bc}\epsilon^{adef}\right).$$

In the last term $\gamma_5\gamma_x\gamma_5=-\gamma_x$, which leaves an ordinary trace. For that trace the method of carrying a gamma round is sound, because there is no $\gamma_5$ to cross:

$$\mathrm{Tr}(\gamma_x\gamma^d\gamma^e\gamma^f)=4(\delta_x^d g^{ef}-\delta_x^e g^{df}+\delta_x^f g^{de}).$$

The contribution is $-4i(\epsilon^{abcd}g^{ef}-\epsilon^{abce}g^{df}+\epsilon^{abcf}g^{de})$. Altogether

$$T=-4i\,(W_{12}+W_{13}+W_{23}+W_{45}+W_{46}+W_{56}).$$

### (b) Fifteen terms

Let $\Gamma^{b_1\dots b_k}$ be the antisymmetrised product with weight $1/k!$. It is the plain product when all indices differ, and zero when two coincide. The tool is

$$\gamma^a\Gamma^{b_1\dots b_k}=\Gamma^{ab_1\dots b_k}+\sum_{l=1}^{k}(-1)^{l-1}g^{ab_l}\,\Gamma^{b_1\dots b_k\text{ without }b_l}.$$

Again there are three cases.

- All $b$'s differ and $a$ is not among them: the sum vanishes, and both sides are the plain product.
- All $b$'s differ and $a=b_l$: the first term on the right vanishes. On the left $\gamma^a$ passes $l-1$ gammas and meets its partner, which gives $(-1)^{l-1}g^{aa}$ times the remaining product.
- $b_p=b_q$ with $p<q$: the left side and $\Gamma^{ab_1\dots b_k}$ vanish, and only $l=p$ and $l=q$ can survive in the sum. The two shortened lists differ by moving one index over $q-p-1$ places. Relative to the list without $b_q$, the signs are $(-1)^{p-1}(-1)^{q-p-1}=(-1)^{q}$ and $(-1)^{q-1}$, which cancel.

It follows by induction that

$$\gamma^{a_1}\cdots\gamma^{a_n}=\Gamma^{a_1\dots a_n}+\sum_{i<j}(-1)^{j-i-1}g^{a_ia_j}\Gamma^{\text{rest}}+(\text{rank}\le n-4).$$

For $n=2$ this is $\gamma^{a_1}\gamma^{a_2}=\Gamma^{a_1a_2}+g^{a_1a_2}$. Suppose it holds for $a_2,\dots,a_n$, and multiply from the left by $\gamma^{a_1}$. Rank $n-2$ then arises in two ways:

- Contracting $a_1$ with $a_j$ in $\Gamma^{a_2\dots a_n}$, where $a_j$ stands at place $l=j-1$, gives the sign $(-1)^{j-2}$, as required for the pair $(1,j)$.
- Adding $a_1$ to an already contracted term keeps its sign, since $j-i$ is unchanged.

All other pieces have rank $n-4$ or less.

For $n=6$, $\Gamma^{a_1\dots a_6}$ vanishes because six indices take only four values. Ranks two and zero have no trace with $\gamma_5$. Rank four gives $-4i\epsilon$, so

$$T=-4i\sum_{i<j}W_{ij}.$$

### (c) Equality

The forms differ by the nine cross terms $W_{ij}$ with $i\le3<j$. These need not vanish singly: for $(0,1,0,2,0,3)$ one has $W_{13}=-1$, $W_{15}=+1$, $W_{35}=-1$, and the last two are cross terms. What has to be shown is that the sum of the nine is zero.

Consider

$$S=\sum_{k=1}^{5}(-1)^{k-1}g^{xy_k}\,\epsilon^{y_1\dots y_5\text{ without }y_k}.$$

Exchange the neighbours $y_m$ and $y_{m+1}$. Terms with $k\ne m,m+1$ change sign through $\epsilon$. The term $k=m$ turns into minus the former term $k=m+1$, and conversely, because the prefactors $(-1)^{k-1}$ are opposite. So $S$ is antisymmetric in all five $y$'s. In four dimensions two of them must coincide, and therefore $S=0$. This is the Schouten identity. Contracted with vectors, it expresses the linear dependence of any five vectors in four dimensions.

Set $x=a_i$ and let the $y$'s be the other five indices in order.

- For $j>i$, $a_j$ is at place $k=j-1$, with sign $(-1)^{j-2}=(-1)^{i+1}(-1)^{j-i-1}$.
- For $j<i$, it is at place $k=j$, with sign $(-1)^{j-1}=-(-1)^{i+1}(-1)^{i-j-1}$.

Dropping the common factor $(-1)^{i+1}$,

$$\sum_{j>i}W_{ij}-\sum_{j<i}W_{ji}=0.$$

For $i=1,2,3$ this reads

$$\begin{aligned}
W_{12}+W_{13}+W_{14}+W_{15}+W_{16}&=0,\\
-W_{12}+W_{23}+W_{24}+W_{25}+W_{26}&=0,\\
-W_{13}-W_{23}+W_{34}+W_{35}+W_{36}&=0.
\end{aligned}$$

The first line is the five-term "answer" of the tempting solution. Add the three lines. $W_{12}$, $W_{13}$ and $W_{23}$ cancel, and what remains is the sum of the nine cross terms, equal to zero. The two forms of $T$ are therefore equal. $\blacksquare$

Adding the first $m$ relations removes the pairs that straddle a cut after position $m$. For $m=1,\dots,5$ this leaves 10, 7, 6, 7 and 10 terms, so the middle cut gives the shortest form of this family.

## A numerical case

Contract the indices with six vectors, $\gamma^{a_i}\to p_{i\mu}\gamma^\mu$. The upper components, pure numbers, are

$$\begin{aligned}
p_1&=(2,1,0,1), & p_2&=(1,0,1,-1), & p_3&=(3,1,2,0),\\
p_4&=(1,2,0,-1), & p_5&=(2,0,-1,1), & p_6&=(1,1,1,2).
\end{aligned}$$

Now $g^{a_ia_j}$ becomes $p_i\cdot p_j$, and $\epsilon$ becomes the determinant of the lower components of the other four vectors. For the first pair $p_1\cdot p_2=2-0-0+1=3$, the determinant is 33, and $W_{12}=99$. The six-term sum is

$$3\cdot33-5\cdot21+1\cdot3+3\cdot0-1\cdot3+1\cdot(-6)=-12,$$

so $T=-4i(-12)=48i$, which agrees with the direct matrix trace. The cross terms, in the order $W_{14},W_{15},W_{16};W_{24},W_{25},W_{26};W_{34},W_{35},W_{36}$, are

$$(3+18-15)+(0+72+24)+(-6-96+0)=6+96-102=0.$$

Individual terms are as large as 96 in magnitude, yet the sum vanishes. The tempting formula would give $99-105+3+18-15=0$ instead of $-12$.

A simple special case is $p_1=p_2=p$. Then $p_\mu\gamma^\mu p_\nu\gamma^\nu=p^2$, and $T$ must reduce to $p^2$ times a four-gamma trace. In the six-term form $W_{13}+W_{23}=0$, while $W_{45},W_{46},W_{56}$ contain $p$ twice inside $\epsilon$ and vanish. Only $W_{12}$ is left, as it should be.

## Beyond four dimensions

Let the indices run over $0,\dots,5$, with the two new directions spacelike. Keep $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$, set $\epsilon=0$ if any index exceeds 3, and normalise traces to $\mathrm{Tr}\,1=4$. For the indices $(4,0,1,2,3,4)$, the first $\gamma^4$ passes four gammas without a net sign and meets the last:

$$\gamma^4\gamma^0\gamma^1\gamma^2\gamma^3\gamma^4=(\gamma^4)^2\gamma^0\gamma^1\gamma^2\gamma^3=-\gamma^0\gamma^1\gamma^2\gamma^3,\qquad T=4i.$$

The fifteen-term form agrees, since $W_{16}=g^{44}\epsilon^{0123}=-1$. The six-term form lacks this pair and gives 0.

The fifteen-term form survives because the expansion in (b) did not use the dimension. The traces with $\gamma_5$ must be checked again, because $\gamma_5$ now commutes with $\gamma^4$ and $\gamma^5$ (here $\gamma^5$ is the gamma matrix of direction 5). A product of an even, nonzero number $k$ of different gammas is traceless: conjugation by one of its factors multiplies it by $(-1)^{k-1}=-1$. In $\gamma_5\Gamma^{b_1\dots b_r}$, with $r$ even and all $b$'s different, the gammas common to both factors square to $\pm1$. What remains is an even number of different gammas, and none remain only when the $b$'s are a permutation of $0,1,2,3$. Hence ranks zero and two give no trace, and rank four gives $-4i\epsilon$ with $\epsilon=0$ for outside indices. The rank-six part need not vanish now, but multiplied by $\gamma_5$ it is proportional to $\gamma^4\gamma^5$ and is traceless too. The Schouten identity does use the dimension: five indices can now all be different.

The six-term form fails for 432 of the 46656 index choices. They can be counted: the outside index must occur as a pair straddling the middle cut, which allows 2 values and 9 placements, and the other four indices must be a permutation of $0,1,2,3$, so $2\cdot9\cdot24=432$. With this $\gamma_5$, then, the fifteen-term form is the one to use whenever indices may leave four dimensions. The numerical output below lists all fifteen terms of the vector example.

## Values computed for the example and the checks

```
All numbers are dimensionless; Tr 1 = 4
Tr(g5 g0 g1 g2 g3) / i = -4
index choices tested in 4 dimensions: 4096
nonzero traces among them: 480
terms left by a cut after m = 1..5: [10, 7, 6, 7, 10]
independent Schouten relations: 5
rank of the 15 tensors, 4 dimensions: 10
rank of the 15 tensors, 6 dimensions: 15
Component example, indices (0, 1, 0, 2, 0, 3)
  W13 = -1 (inside)
  W15 = +1 (cross)
  W35 = -1 (cross)
  matrix trace / i = 4
Vector example, upper components
  p1 = (2, 1, 0, 1)
  p2 = (1, 0, 1, -1)
  p3 = (3, 1, 2, 0)
  p4 = (1, 2, 0, -1)
  p5 = (2, 0, -1, 1)
  p6 = (1, 1, 1, 2)
  pair: dot product, epsilon contraction, signed term
  W12:    3    33    99  inside
  W13:    5    21  -105  inside
  W14:    1     3     3  cross
  W15:    3    -6    18  cross
  W16:   -1    15   -15  cross
  W23:    1     3     3  inside
  W24:    0    -9     0  cross
  W25:    4    18    72  cross
  W26:    2   -12    24  cross
  W34:    1    -6    -6  cross
  W35:    8    12   -96  cross
  W36:    0    -9     0  cross
  W45:    3     0     0  inside
  W46:    1     3    -3  inside
  W56:    1    -6    -6  inside
  sum of 15 terms = -12
  sum of 6 inside terms = -12
  sum of 9 cross terms = 0
  -4 * (sum of 6 terms) = trace / i = 48
  direct matrix trace / i = 48
Six-dimensional example, indices (4, 0, 1, 2, 3, 4)
  matrix trace / i = 4
  fifteen-term form / i = 4
  six-term form / i = 0
  index choices where six-term form fails: 432 of 46656
```
